# Probability that a diffusing vacancy is captured by a nitrogen atom

A vacancy that diffuses isotropically through an infinite three-dimensional crystal, starting at distance $r$ from a fixed nitrogen atom, is eventually captured within radius $R$ of that atom with probability

$$p(r)=\frac{R}{r}\qquad (r\ge R).$$

For $r<R$ the vacancy counts as captured from the start, and $p=1$. The result assumes that first arrival at $R$ is final, that no force acts on the vacancy outside $R$, that there are no other sinks, and that there is no time limit. The diffusion coefficient $D$ does not appear: it sets how soon the vacancy arrives, not whether it arrives.

The derivation starts from single hops. Let $p(\mathbf x)$ be the probability of eventual capture for a vacancy now at $\mathbf x$, outside the capture sphere. After one hop by a vector $\mathbf s$ it is at $\mathbf x+\mathbf s$, and its prospects are those of a vacancy starting there, since each hop is independent of the earlier ones. Averaging over the possible hops gives

$$p(\mathbf x)=\langle p(\mathbf x+\mathbf s)\rangle .$$

If $p$ varies little over one hop, the right-hand side can be expanded:

$$\langle p(\mathbf x+\mathbf s)\rangle\simeq p+\sum_i\langle s_i\rangle\,\partial_i p+\frac12\sum_{ij}\langle s_is_j\rangle\,\partial_i\partial_j p .$$

Without a force the mean hop vanishes, $\langle s_i\rangle=0$. Isotropic diffusion means $\langle s_is_j\rangle=C\delta_{ij}$. Summing the diagonal elements gives $3C=s^2$ for hops of fixed length $s$, so $C=s^2/3$. The terms $p$ on the two sides cancel, leaving

$$\frac{s^2}{6}\nabla^2p=0 .$$

The same moments give $D$. Independent hops at total rate $\Gamma$ produce a mean square displacement $\Gamma s^2t$. In three dimensions this equals $6Dt$, so $D=\Gamma s^2/6$. In the diffusion limit, where $s\to0$ at fixed $D$, the higher terms of the expansion drop out and $p$ obeys Laplace's equation.

The problem looks the same in all directions from the nitrogen atom, so $p$ depends on $r$ alone and

$$\frac1{r^2}\frac{d}{dr}\left(r^2\frac{dp}{dr}\right)=0 .$$

One integration gives $r^2p'=-B$, and a second gives $p=A+B/r$. The condition $p(R)=1$ fixes one constant. The other needs care, because $p=1$ everywhere also satisfies both the equation and this condition.

To settle it without guessing a value at infinity, surround the nitrogen atom by a larger sphere of radius $L>r$, and let $p_L(r)$ be the probability of reaching $R$ before $L$. A path that touches $L$ first now counts as a failure, so $p_L(L)=0$ and $p_L(R)=1$. The first condition gives $A=-B/L$, and the second gives $B(1/R-1/L)=1$. Therefore

$$p_L(r)=\frac{1/r-1/L}{1/R-1/L}.$$

Now let $L$ grow. A path captured after a finite time has travelled only a finite distance from the nitrogen atom, so it is captured before reaching $L$ once $L$ is large enough. Paths counted as successes for one $L$ remain successes for every larger $L$. The event "eventually captured" is thus the union of a growing family of events, and its probability is the limit of theirs:

$$p(r)=\lim_{L\to\infty}p_L(r)=\frac{1/r}{1/R}=\frac Rr .$$

This rules out the constant solution. The missing probability $1-R/r$ belongs to vacancies that never reach the capture sphere, however long they wander.

The finite sphere also shows how far the vacancy must be followed. Subtracting the two results,

$$\frac Rr-p_L(r)=\frac Rr\left[1-\frac{1-r/L}{1-R/L}\right]=\frac{R(r-R)}{r(L-R)} .$$

The difference falls only as $1/L$. Take $R=0.5$ nm and $r=5$ nm, for which $R/r=0.1000$. The probability of capture before reaching $L$ is 0.0909 for $L=50$ nm, 0.0991 for 500 nm and 0.0999 for 5000 nm. Some captures therefore follow very long excursions.

The number of dimensions is essential. In a plane the radial equation is $(rp')'=0$, with solutions $A+B\ln r$, and the same two conditions give

$$p_L^{\rm(2D)}(r)=\frac{\ln(L/r)}{\ln(L/R)}=1-\frac{\ln(r/R)}{\ln(L/R)}\longrightarrow1 .$$

A vacancy confined to a plane would be captured with certainty, given unlimited time. The possibility of permanent escape comes from the third dimension.

An anneal lasts a finite time. Let $P(r,t)$ be the probability of capture by time $t$. The first-hop argument, with mean waiting time $1/\Gamma$, now gives

$$\frac{\partial P}{\partial t}=D\nabla^2P,\qquad P(R,t)=1,\qquad P(r,0)=0\quad(r>R).$$

Write $P=u/r$. Then $r^2P'=ru'-u$, whose derivative is $ru''$, so $\nabla^2P=u''/r$. The equation becomes $\partial u/\partial t=Du''$, with $u(R,t)=R$ and $u(r,0)=0$. Its bounded solution is $u=R\,\mathrm{erfc}\,\xi$ with $\xi=(r-R)/\sqrt{4Dt}$. To verify this, write $f(\xi)=\mathrm{erfc}\,\xi$, for which $f''=-2\xi f'$. Then

$$\frac{\partial u}{\partial t}=-\frac{R\xi}{2t}f',\qquad Du''=\frac{R}{4t}f''=-\frac{R\xi}{2t}f' .$$

The two sides agree. At $r=R$ the argument is zero and $u=R$; for $t\to0$ at $r>R$ it is infinite and $u=0$. Hence

$$P(r,t)=\frac Rr\,\mathrm{erfc}\!\left(\frac{r-R}{\sqrt{4Dt}}\right).$$

As $t\to\infty$ the error-function factor tends to 1, and $R/r$ is recovered by a second route. For small $\xi$, $\mathrm{erfc}\,\xi\simeq1-2\xi/\sqrt\pi$, so the fraction of eventual captures still outstanding is about $(r-R)/\sqrt{\pi Dt}$. This decays so slowly that its integral over time diverges: even among vacancies that are captured, the mean capture time is infinite in the ideal crystal.

For a numerical example, take model parameters in the rough regime of nitrogen-implanted diamond: a migration barrier of 2.3 eV, a total hop prefactor of $10^{13}$ s$^{-1}$, a lattice constant of 0.357 nm and a temperature of 1100 K. The hop length is $s=\sqrt3\,a/4=0.1546$ nm and $kT=0.09479$ eV. Then

$$\Gamma=10^{13}\,e^{-2.3/0.09479}\ \mathrm{s^{-1}}\simeq290\ \mathrm{s^{-1}},$$

$$D=\frac{290\times(0.1546)^2}{6}\ \mathrm{nm^2/s}\simeq1.155\ \mathrm{nm^2/s}.$$

After 7200 s, $\sqrt{4Dt}=182$ nm. For $r-R=4.5$ nm this gives $\xi=0.0247$ and a capture probability of 0.0972, against the eventual 0.1000. Nine tenths of the eventual captures have occurred after about 555 s. With this barrier and temperature the time limit matters little for a neutral vacancy 5 nm away. With a barrier of 3.0 eV and the same prefactor, the same formula gives only 0.016 after 7200 s. The value of $D$ depends exponentially on the assumed barrier, so these times are far less certain than the ratio $R/r$ for a given $R$.

The continuum result can be compared with hopping on the diamond lattice itself. Each site has four neighbours, and on each of the two sublattices the four hop vectors have zero mean and an isotropic second moment, as the derivation requires. Let every site within $R$ of the nitrogen site capture the vacancy. Far away, $p$ should still fall as $1/r$, but its coefficient, the effective radius $R_{\rm eff}$, need not equal $R$.

The coefficient follows from a flux. Read $p$ as the steady mean occupation of sites by independent walkers, with the captured sites held at occupation 1. If $E$ is the sum over captured sites of the difference between $p$ and its average over the four neighbours, the walkers leave at net rate $\Gamma E$. With volume $v=a^3/8$ per site, a profile $B/r$ carries the outward flux $4\pi DB/v$. Equating the two,

$$B=\frac{v\Gamma E}{4\pi D}=\frac{3v}{2\pi s^2}E .$$

In a region bounded by an absorbing sphere $L$ the profile is $B(1/r-1/L)$. Comparison with $p_L$ gives $1/B=1/R_{\rm eff}-1/L$.

Solving the hopping problem with $L=6.426$ nm gives $R_{\rm eff}=0.439$ nm for $R=0.5$ nm. Averaged over sites near 2.0 nm, the probability of capture before $L$ is 0.1628 from the hops and 0.1623 from the $1/r$ law with this coefficient. Near 3.0 nm the values are 0.0846 and 0.0841. Over all sites from 1.5 nm outwards, the largest absolute difference in probability is 0.0011. Enlarging the outer radius from $12a$ to $18a$ moves $R_{\rm eff}$ by 0.0003 nm.

The distance law therefore survives on the lattice, while the radius shrinks. At 5 nm the eventual capture probability becomes $0.439/5=0.088$, some 12% below $R/r$. The percentage depends partly on where $R$ falls between neighbour shells: the same sites are captured for every $R$ from 0.464 nm up to just below 0.505 nm, so $R_{\rm eff}$ stays fixed while $R$ changes. For $R=1.0$ nm the effective radius is about 0.95 nm, a reduction of between 5% and 6%.

Other sinks compete for the vacancy. To find their effect, first consider a uniform vacancy concentration $n$ far from one sink of radius $R$. Its steady profile is $n(1-R/r)$, which vanishes at the sink. The gradient there is $n/R$, so the capture rate is $4\pi R^2D\,n/R=4\pi RDn$. For sinks at random positions with low density $c$, a mean-field description gives each vacancy a loss rate $k=4\pi RDc$. The capture probability at our chosen nitrogen atom then obeys

$$D\nabla^2p-kp=0,\qquad \ell^2=\frac Dk=\frac1{4\pi Rc}.$$

With $u=rp$ this becomes $u''=u/\ell^2$. The decaying solution with $u(R)=R$ gives

$$p(r)=\frac Rr\,e^{-(r-R)/\ell}.$$

For other nitrogen atoms at $c=10^{16}$ cm$^{-3}=10^{-5}$ nm$^{-3}$, $\ell=126$ nm and the capture probability at 5 nm is 0.0965. A hundredfold higher density would shorten $\ell$ tenfold, so $R/r$ fails at distances comparable with $\ell$ in nitrogen-rich material.

Other vacancies can act as sinks too, by forming clusters. Two equally mobile vacancies approach each other with relative diffusion coefficient $2D$, which doubles the loss rate and gives $\ell^{-2}=8\pi Rc$ if the same capture radius is assumed. With $c=10^{18}$ cm$^{-3}$ held constant, $\ell=8.9$ nm and the probability falls to 0.060. In an isolated damage zone the vacancies disperse and are consumed, so their density falls during the anneal. Holding it at its initial value then overstates this loss within the mean-field model. The value 0.060 also refers to the one vacancy being followed. The same background reaches the nitrogen atom at rate $4\pi RDc$, about 50 arrivals in 7200 s at constant $c$, so the nitrogen atom would almost surely capture some vacancy. Requiring the chosen vacancy to arrive first adds this rate to the loss, giving $\ell^{-2}=12\pi Rc$ and a probability of 0.054.

The crystal surface is another sink. Put the nitrogen atom at depth $d$ and let the surface absorb every vacancy that reaches it. We need a solution of Laplace's equation that is zero on the plane and 1 on the capture sphere. With $r'$ the distance from the vacancy to the mirror image of the nitrogen atom, $1/r-1/r'$ vanishes on the plane, where $r=r'$. On the small sphere $r=R$ and $r'\simeq2d$. Normalizing there gives, to leading order in $R/d$,

$$p\simeq\frac{1/r-1/r'}{1/R-1/(2d)} .$$

For $d=50$ nm and a vacancy starting at the same depth as the nitrogen atom, $r'=\sqrt{5^2+100^2}$ nm $\simeq100.1$ nm. The numerator is $0.2000-0.0100=0.1900$ nm$^{-1}$ and the denominator is $2.00-0.01=1.99$ nm$^{-1}$, so $p=0.0955$. The surface removes vacancies that would otherwise have returned from long excursions. A finite anneal cuts off some of the same excursions, so the two reductions should not simply be multiplied.

A force outside $R$ can matter much more. Suppose the vacancy and the nitrogen atom carry opposite unit charges, without screening by other charges. Their energy is $U=-kT\,r_c/r$, where

$$r_c=\frac{e^2}{4\pi\varepsilon kT}$$

is the distance at which its magnitude equals $kT$, and $\varepsilon$ is the permittivity of the crystal. The Einstein relation gives the radial drift velocity $-(D/kT)U'=-Dr_c/r^2$. The mean hop no longer vanishes, and the first-order term in the expansion adds this velocity times $p'$:

$$D\left(p''+\frac2rp'\right)-\frac{Dr_c}{r^2}p'=0 .$$

Dividing by $D$ and multiplying by $r^2e^{r_c/r}$ turns the left-hand side into a total derivative:

$$\frac{d}{dr}\left(r^2e^{r_c/r}p'\right)=0,\qquad p'=-\frac{C}{r^2}e^{-r_c/r}.$$

As before, capture before an outer sphere $L$, followed by $L\to\infty$, selects the solution that vanishes at infinity. Since $d(e^{-r_c/r})/dr=(r_c/r^2)e^{-r_c/r}$, integration from $r$ to infinity gives $p(r)=C(1-e^{-r_c/r})/r_c$. The condition $p(R)=1$ fixes $C$, so

$$p(r)=\frac{1-e^{-r_c/r}}{1-e^{-r_c/R}} .$$

When $r_c\ll R$, both exponentials can be expanded to first order and $R/r$ returns. For a relative permittivity of 5.7 at 1100 K, $r_c=2.67$ nm, and at $r=5$ nm

$$p=\frac{1-e^{-0.533}}{1-e^{-5.33}}\simeq0.415 .$$

This is about four times the neutral result. Free carriers and other charged defects would screen the attraction and reduce the enhancement. The value is also an eventual probability, and a charged vacancy may have a different migration barrier from a neutral one. For a barrier of 3.0 eV and the same prefactor, solving the time-dependent equation numerically with this drift term included gives a probability of only 0.086 for capture within 7200 s at 1100 K.

These numbers can be set beside the formation of nitrogen-vacancy centres in diamond. Such a centre consists of a substitutional nitrogen atom with a vacancy on a neighbouring site, and heating an implanted sample lets vacancies move to the nitrogen atoms. The model's barrier, prefactor and permittivity are rough values, while $R=0.5$ nm is a chosen effective distance, larger than the 0.155 nm neighbour distance. Implantation breaks the assumption of an isolated vacancy: an ion creates many vacancies and interstitials near its track. In this example vacancy clustering could lower the probability for one chosen vacancy from 0.10 to about 0.06 (although the other vacancies can themselves be captured by the nitrogen atom), whereas an unscreened opposite charge could raise it to about 0.42, provided the charged vacancy is mobile enough to arrive during the anneal. These are separate conditional estimates, not successive corrections. Recombination with interstitials and drift caused by strain are not included in either.

The assumption of permanent capture has two parts. The first is that a vacancy arriving at $R=0.5$ nm goes on to a site next to the nitrogen atom. This needs an attraction inside $R$ that the model does not contain. Without one, a vacancy hopping on the lattice from 0.46 nm reaches a neighbour site with probability only about 0.3. If only the four neighbour sites capture, $R_{\rm eff}=0.143$ nm and the eventual probability from 5 nm is 0.029 instead of 0.088. The second part is that the bound pair stays bound. With an assumed total detachment barrier of 4.5 eV and the same prefactor, the fraction detached during 7200 s at 1100 K is about $2\times10^{-4}$, which is negligible here. A hotter anneal or a weaker bond would raise it steeply, because the detachment rate depends exponentially on the ratio of barrier to temperature.

Finally, $R/r$ is the probability for one vacancy, not the yield of centres per implanted ion. If several vacancies start at distances $r_i\ge R$ and move independently, the probability that at least one reaches the nitrogen atom is

$$1-\prod_i\left(1-\frac R{r_i}\right),$$

because each factor is the probability that one of them escapes. Clustering and recombination break this independence. The numerical output lists the main parameters and results, together with the capture probabilities $R/r$ at other starting distances.

## Calculated quantities

```
INPUTS (rough model values)
capture radius R = 0.50 nm
starting distance r = 5.0 nm
lattice constant a = 0.357 nm
temperature = 1100 K
migration barrier = 2.3 eV
total hop prefactor = 1e+13 1/s
anneal time = 7200 s
depth below surface = 50 nm
other nitrogen density = 1e+16 cm^-3
other vacancy density = 1e+18 cm^-3
relative permittivity = 5.7
detachment barrier = 4.5 eV
MAIN RESULT
eventual capture R/r = 0.1000
eventual escape 1-R/r = 0.9000
R/r at r = 1 nm: 0.5000
R/r at r = 2 nm: 0.2500
R/r at r = 10 nm: 0.0500
capture before L = 50 nm: 0.09091
capture before L = 500 nm: 0.09910
capture before L = 5000 nm: 0.09991
FINITE ANNEAL
thermal energy kT = 0.09479 eV
hop length s = 0.1546 nm
total hop rate = 289.9 1/s
diffusion coefficient D = 1.155 nm^2/s
sqrt(4Dt) = 182.4 nm
capture within anneal = 0.0972
time to 90% of R/r = 555 s
time-formula test, max error = 8.7e-06
LATTICE TEST (capture before L)
outer radius L = 6.426 nm
r near 1.5 nm: hops 0.2425, 1/r law 0.2420
r near 2.0 nm: hops 0.1628, 1/r law 0.1623
r near 3.0 nm: hops 0.0846, 1/r law 0.0841
max site error, r >= 1.5 nm = 1.1e-03
effective radius, R = 0.5 nm: 0.4392 nm
effective radius, R = 1.0 nm: 0.9446 nm
shift, L from 12a to 18a = 2.7e-04 nm
NEGLECTED EFFECTS (capture at r, each alone)
discrete lattice: 0.0878
other nitrogen: 0.0965, ell = 126.2 nm
other vacancies: 0.0604, ell = 8.92 nm
absorbing surface: 0.0955
opposite charges: 0.4152, r_c = 2.665 nm
detached during anneal (fraction) = 1.7e-04
```
